\section*{Scalar-Relativistic Radial Equations: Derivation, Norm and Limits for One-Electron Lead, part 2}

Inside an atomic sphere of an LAPW calculation one wants radial functions that are relativistic and yet carry no spin. The starting point is Dirac's equation for one electron in a spherical potential energy $V(r)$, with no magnetic field and with the same $V$ for both spin directions. Hartree atomic units are used: the electron mass, $\hbar$ and the elementary charge are one, and $c=137.035999$. The energy $E$ is measured from the rest energy $c^2$, and a prime on a radial function means $d/dr$.

The large component has the radial function $g(r)$ and the small component has $f(r)$. The orbital quantum number $l$ belongs to the large component, $j$ is the total angular momentum, and $\kappa=-l-1$ for $j=l+\frac12$, $\kappa=l$ for $j=l-\frac12$. With $M(r)=1+(E-V)/(2c^2)$, assumed positive everywhere, eliminating the small component without approximation gives
\begin{align}
&-\frac1{2M}\left[g''+\frac2r g'-\frac{l(l+1)}{r^2}g\right]
-\frac{V'}{4M^2c^2}g'\nonumber\\
&\qquad-\frac{(1+\kappa)V'}{4M^2c^2r}g+(V-E)g=0. \label{second}
\end{align}
The term with $1+\kappa$ is the spin-orbit term, the one place where $j$ enters at given $l$. Deleting it, and only it, is the approximation examined below; "the deleted term" always means this one. With $P=rg$ and $Q=rg'/(2M)$, what is left becomes a first-order pair without $V'$, the Koelling--Harmon equations.

When $g$ and $E$ are held fixed, the deleted term has zero mean over the two $j$ values, weighted by their $2j+1$ states:
\begin{equation}
\sum_j(2j+1)(1+\kappa)=2l(l+1)+(2l+2)(-l)=0. \label{mean1}
\end{equation}
The true $g$ and $E$ differ between the two $j$ values.

In what follows, $Z$ is the nuclear charge and $R$ is the radius at which a radial integral ends.

\section{What the deletion costs, and one-electron lead}

\textbf{Q:} Before I look for weaknesses, restate what we have.

\textbf{A:} The large component is $g=P/r$, and $Q=rg'/(2M)$ with $M=1+(E-V)/(2c^2)>0$. The pair is
\begin{equation}
P'=2MQ+\frac Pr,\qquad Q'=-\frac Qr+WP,\qquad W=\frac{l(l+1)}{2Mr^2}+V-E. \label{pair}
\end{equation}
The deleted term is restored by replacing $W$ with $W-wT$, where
\begin{equation}
T=\frac{V'}{4M^2c^2r}. \label{T}
\end{equation}
The value $w=0$ is the scalar-relativistic case, and $w=1+\kappa$ returns Dirac's equation. Here $\kappa=l$ for $j=l-\frac12$ and $\kappa=-l-1$ for $j=l+\frac12$. The small Dirac function is $f=[g'+(1+\kappa)g/r]/(2Mc)$.

\textbf{Q:} Then is $Q$ simply $c$ times the small component, multiplied by $r$?

\textbf{A:} For $l=0$ it is. There $\kappa=-1$, so $1+\kappa=0$: nothing was deleted, and \eqref{pair} is Dirac's radial equation itself. For $l>0$,
\begin{equation}
rcf=Q+\frac{1+\kappa}{2Mr}P, \label{small}
\end{equation}
and $Q$ lacks the second part.

I use the ion Pb$^{81+}$ as an example: one electron and a fixed point nucleus, $V=-Z/r$ with $Z=82$. Lead suits the question because $Z/c=0.598$ makes the deleted term large, while the Dirac levels are known in closed form. Numerical integration of \eqref{pair} gives $-3733.05$ hartree for 1s and $-957.68$ hartree for 2s. The Dirac levels agree to the digits given, whereas Schr\"odinger's equation gives $-3362.00$ and $-840.50$ hartree.

\textbf{Q:} The s states were the easy case. What happens to a p function close to the nucleus, where $V'$ is largest?

\textbf{A:} Near a point nucleus $M\to Z/(2c^2r)$. Try $P=p_0r^s$ and $Q=q_0r^s$. Then $2M=Z/(c^2r)$ and $l(l+1)/(2Mr^2)=l(l+1)c^2/(Zr)$, while $E$ is negligible beside $1/r$. The two equations give
\begin{equation}
(s-1)p_0=\frac Z{c^2}q_0,\qquad
(s+1)q_0=\left[\frac{l(l+1)c^2}{Z}-Z\right]p_0 .
\end{equation}
Multiplying them and cancelling $p_0q_0$ yields
\begin{equation}
s^2=1+l(l+1)-\frac{Z^2}{c^2}. \label{s}
\end{equation}
The positive root is the regular solution. For the restored term, $V'=Z/r^2$ and $4M^2c^2r=Z^2/(c^2r)$, so $T\to c^2/(Zr)$. This has the same form as the centrifugal term, and $l(l+1)$ is replaced by $l(l+1)-w$. With $w=1+\kappa$ and $l(l+1)=\kappa^2+\kappa$,
\begin{equation}
s^2=1+\kappa^2+\kappa-1-\kappa-\frac{Z^2}{c^2}=\kappa^2-\frac{Z^2}{c^2}.
\end{equation}
For lead, the scalar-relativistic p function has $s=1.625$. The Dirac values are $0.801$ for $p_{1/2}$ and $1.908$ for $p_{3/2}$. Since $g=P/r$, the true $p_{1/2}$ function grows weakly towards a point nucleus, as $r^{-0.199}$, while the scalar-relativistic one vanishes as $r^{0.625}$. The forms apply well inside $r=Z/(2c^2)\approx0.002$ bohr, where the Coulomb part of $M$ equals one. A nucleus of finite size changes the powers inside it.

\textbf{Q:} How should such a function be normalized? I would integrate $P^2+Q^2/c^2$, by analogy with Dirac.

\textbf{A:} The equations themselves fix the norm. Take two solutions of \eqref{pair} for the same $l$ at energies $E_1$ and $E_2$. From the product rule,
\begin{align}
(P_1Q_2-P_2Q_1)'
&=\left(2M_1Q_1+\frac{P_1}r\right)Q_2+P_1\left(-\frac{Q_2}r+W_2P_2\right)\nonumber\\
&\quad-\left(2M_2Q_2+\frac{P_2}r\right)Q_1-P_2\left(-\frac{Q_1}r+W_1P_1\right)\nonumber\\
&=2(M_1-M_2)Q_1Q_2+(W_2-W_1)P_1P_2, \label{wr}
\end{align}
since all terms with $1/r$ cancel. Now $M_1-M_2=(E_1-E_2)/(2c^2)$, and
\begin{align}
W_2-W_1&=E_1-E_2+\frac{l(l+1)}{2r^2}\,\frac{M_1-M_2}{M_1M_2}\nonumber\\
&=(E_1-E_2)\left[1+\frac{l(l+1)}{4M_1M_2c^2r^2}\right].
\end{align}
Integrate from $0$ to $R$. The lower limit contributes nothing, because the products vanish as $r^{2s}$. Thus
\begin{equation}
(P_1Q_2-P_2Q_1)_R=(E_1-E_2)\int_0^R\rho_{12}\,dr, \label{id}
\end{equation}
\begin{equation}
\rho_{12}=P_1P_2+\frac{Q_1Q_2}{c^2}+\frac{l(l+1)P_1P_2}{4M_1M_2c^2r^2}. \label{rho}
\end{equation}
For two different bound levels the left side vanishes as $R\to\infty$, so they are orthogonal with the density $\rho_{12}$, third term included.

\textbf{Q:} Orthogonality is one thing. Where does this density matter for a sphere of finite radius?

\textbf{A:} In the energy dependence of the boundary condition. Let $E_1=E$ and $E_2=E+\delta$. If $P(R)\neq0$, the left side of \eqref{id} is $P_1P_2(Q_2/P_2-Q_1/P_1)$. Divide by $\delta$ and let $\delta\to0$:
\begin{equation}
-P^2\frac{\partial}{\partial E}\left(\frac QP\right)\bigg|_R
=\int_0^R\left[P^2+\frac{Q^2}{c^2}+\frac{l(l+1)P^2}{(2Mcr)^2}\right]dr. \label{norm}
\end{equation}
The ratio $Q/P=g'/(2Mg)$ is the logarithmic derivative of $g$ divided by $2M$, so this is what a linearization in energy relies on.

As a check I took $l=1$, $E=-880$ hartree and $R=0.05042$ bohr in the lead potential. A finite difference of $Q/P$ gives $0.02951$ for the left side divided by $P(R)^2$, in atomic units. The full integral, divided in the same way, gives $0.02951$. Without the angular term it gives $0.02870$, which is 2.7\% too small. Leaving that term out is thus a further approximation.

\textbf{Q:} The angular term looks like an accident of having $E$ inside $M$. Does it mean anything?

\textbf{A:} It is part of the small-component density. Average $r^2f^2$ over the two $j$ values with weights $2j+1$, keeping $g$ and $E$ fixed. The cross term in $[g'+(1+\kappa)g/r]^2$ drops out, because the mean of $1+\kappa$ is zero. The mean of its square is
\begin{equation}
\overline{(1+\kappa)^2}=\frac{2l(l+1)^2+(2l+2)l^2}{4l+2}
=\frac{2l(l+1)(2l+1)}{2(2l+1)}=l(l+1). \label{sq}
\end{equation}
Therefore
\begin{equation}
\overline{r^2f^2}=\frac{r^2g'^2+l(l+1)g^2}{4M^2c^2}=\frac{Q^2}{c^2}+\frac{l(l+1)P^2}{(2Mcr)^2}.
\end{equation}
For the 2p state of the ion the three parts of the norm are $0.9764$, $0.0079$ and $0.0157$. The angular part is about twice the $Q^2$ part here.

\textbf{Q:} Now the energy. You removed a large term, so how far off is the level?

\textbf{A:} Apply \eqref{wr} to two bound states: $P_0,Q_0$ at $E_0$ with $w=0$, and $P_w,Q_w$ at $E_w$ with the term restored. The one change is an extra $-wT_wP_0P_w$ on the right, where $T_w$ is \eqref{T} with $M$ taken at $E_w$. Integrated over all $r$, the left side vanishes, and
\begin{equation}
E_w-E_0=-w\,\frac{\int_0^\infty T_wP_0P_w\,dr}{\int_0^\infty\rho_{0w}\,dr}. \label{exact}
\end{equation}
No approximation has been made yet. For small $w$ the restored state may be replaced by the scalar-relativistic one:
\begin{equation}
E_w\approx E_0-w\xi,\qquad
\xi=\frac1N\int_0^\infty\frac{V'P_0^2}{4M^2c^2r}\,dr, \label{xi}
\end{equation}
where $N$ is the integral in \eqref{norm} taken to infinity. With $w=-l$ for $j=l+\frac12$ and $w=l+1$ for $j=l-\frac12$, the levels move by $+l\xi$ and $-(l+1)\xi$. The first-order splitting is $(2l+1)\xi$.

\textbf{Q:} Put in the numbers for lead.

\textbf{A:} The levels, in hartree, are as follows.

\begin{center}
\begin{tabular}{lrr}
 & 2p & 3d\\ \hline
Schr\"odinger & $-840.50$ & $-373.56$\\
scalar-relativistic & $-885.67$ & $-380.40$\\
Dirac, $j=l-\frac12$ & $-957.68$ & $-385.27$\\
Dirac, $j=l+\frac12$ & $-860.20$ & $-377.35$
\end{tabular}
\end{center}

The scalar-relativistic 2p level is $-24.10$ keV. For 2p, $\xi=27.84$ hartree. First order places $p_{3/2}$ at $-885.67+27.84=-857.83$ hartree and $p_{1/2}$ at $-885.67-2(27.84)=-941.35$ hartree. The Dirac levels lie lower by 2.4 and 16.3 hartree. The first-order splitting is $3\xi=83.5$ hartree against 97.5, which is 14\% too small. For 3d, $\xi=1.564$ hartree and $5\xi=7.82$ hartree against 7.92, which is 1.3\% too small.

A separate variational calculation with splines reproduces both scalar-relativistic levels to the digits shown. With a small basis the result depends on how the exponents are chosen. Twelve functions $g=r^{s-1}e^{-\zeta r}$, with $\zeta$ starting at $Z/(3n)$ ($n$ the principal quantum number) and growing by a factor 1.8, lie 0.17 hartree too high for 2p and 0.36 for 3d. Twelve such functions starting at $0.6Z/n$ with a factor 1.3 reproduce both levels to the digits shown.

\textbf{Q:} You showed that the deleted term averages to zero. So the scalar-relativistic level must be the weighted mean of the two Dirac levels.

\textbf{A:} That holds to first order in the deleted term. The mean for 2p is
\begin{equation}
\frac{2(-957.68)+4(-860.20)}{6}=-892.69\ \text{hartree},
\end{equation}
which is 7.02 hartree below the scalar-relativistic level, or 7\% of the splitting. For 3d the mean lies 0.11 hartree below, or 1.4\% of the splitting.

The reason is in \eqref{exact}: $P_w$ itself depends on $w$. Write $E_w=E_0-\xi w+aw^2+\dots$. The linear term has zero mean, but by \eqref{sq} the mean of $w^2$ is $l(l+1)$, so the mean level is displaced by $a\,l(l+1)$ at second order. For 2p in lead this is the larger part of the displacement, but higher powers of $w$ also contribute noticeably. To leading order in $1/c$, ordinary perturbation theory gives $a$ as a sum of squared matrix elements of $T$ divided by $E_0-E_n$. The 2p and 3d states are the lowest for their $l$, so every denominator is negative, and so is $a$.

\textbf{Q:} Would the mean be safe for a lighter nucleus?

\textbf{A:} Much safer. At leading order $T=Z/(4c^2r^3)$, and hydrogenic lengths scale as $1/Z$, so the splitting scales as $Z^4/c^2$. The second-order shift is the square of such an energy divided by a level spacing of order $Z^2$, hence $Z^6/c^4$. The error of the mean relative to the splitting then falls as $Z^2/c^2$. Between $Z=10$ and $Z=20$ the computed 2p powers are 4.015 for the splitting and 5.987 for the error of the mean.

\textbf{Q:} In an LAPW calculation, can I add spin-orbit coupling afterwards, in a basis of scalar-relativistic functions, and recover $p_{1/2}$?

\textbf{A:} In part. Such a basis lets the radial function change, which first order does not. But by \eqref{s} the exponent $s$ does not depend on energy. Near a point nucleus every regular p function of \eqref{pair}, and its energy derivative, therefore starts as $r^{1.625}$ for lead, or with a higher power if the leading coefficient vanishes (as it does for the energy derivative when the coefficient at the origin is held fixed). No finite sum of them can start as $r^{0.801}$. A local orbital built from the Dirac radial function with $\kappa=1$ supplies the missing behaviour.

\textbf{Q:} And how much of the example carries over to lead metal?

\textbf{A:} The equations carry over to the spherical part of the potential inside each atomic sphere, under the assumptions made at the start. The numbers do not. They belong to a single electron bound to a bare nucleus, without screening, and say nothing quantitative about the 6p electrons of neutral lead. They also omit nuclear size, nuclear recoil and the shifts of quantum electrodynamics, so the Dirac levels here are a reference within this model and not a substitute for experiment.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z = 82, c = 137.035999 a.u., Z/c = 0.598383
1 hartree = 27.211386 eV
Largest error of Cartesian spinor test = 7.1e-31
1s: Schroedinger -3362.0000, scalar-rel. -3733.0456, Dirac -3733.0456 hartree
2s: Schroedinger -840.5000, scalar-rel. -957.6812, Dirac -957.6812 hartree
2p: scalar-relativistic level = -885.6729 hartree = -24.1004 keV
2p: same level, variational with splines = -885.6729 hartree
2p: same level, only 12 exponentials = -885.4986 hartree
2p: Schroedinger level = -840.5000 hartree
2p: Dirac level j=1/2 = -957.6812 hartree
2p: Dirac level j=3/2 = -860.2016 hartree
2p: weighted Dirac mean = -892.6948 hartree
2p: mean minus scalar-relativistic = -7.0219 hartree
2p: xi = 27.8387, numerical -dE/dw = 27.8388 hartree
2p: splitting, first order (2l+1)xi = 83.5160 hartree
2p: splitting, Dirac = 97.4796 hartree
2p: norm parts P^2, Q^2/c^2, angular = 0.976418, 0.007902, 0.015680
3d: scalar-relativistic level = -380.4041 hartree = -10.3513 keV
3d: same level, variational with splines = -380.4041 hartree
3d: same level, only 12 exponentials = -380.0397 hartree
3d: Schroedinger level = -373.5556 hartree
3d: Dirac level j=3/2 = -385.2708 hartree
3d: Dirac level j=5/2 = -377.3468 hartree
3d: weighted Dirac mean = -380.5164 hartree
3d: mean minus scalar-relativistic = -0.1123 hartree
3d: xi = 1.5640, numerical -dE/dw = 1.5640 hartree
3d: splitting, first order (2l+1)xi = 7.8202 hartree
3d: splitting, Dirac = 7.9240 hartree
3d: norm parts P^2, Q^2/c^2, angular = 0.989871, 0.002005, 0.008123
Exponent of P at nucleus, s: integrated 0.80121, formula 0.80121
Exponent of P at nucleus, p scalar-rel.: integrated 1.62540, formula 1.62540
Exponent of P at nucleus, p1/2 Dirac: integrated 0.80121, formula 0.80121
Exponent of P at nucleus, p3/2 Dirac: integrated 1.90839, formula 1.90839
Sphere test, l=1: R = 0.050418 bohr, E = -880.0 hartree
Sphere test: -d(Q/P)/dE = 0.02950952 a.u.
Sphere test: full norm/P(R)^2 = 0.02950952 a.u.
Sphere test: without angular part = 0.02869908 a.u.
2p, Z=10 and 20: mean minus scalar-rel. = -1.9948e-05, -1.2657e-03 hartree
2p, Z=10 to 20: power of Z, mean error = 5.987
2p, Z=10 to 20: power of Z, splitting = 4.015
\end{verbatim}
